# Why One Decaying Exponential Carries No Current Through an Elastic Barrier: a numerical check

```python
# RESULT UNDER TEST
# In a flat real barrier, psi = A exp(-kappa x) + B exp(kappa x) carries the flux
#   j = (2 hbar kappa / m_b) Im(conj(A) B),
# so one exponential alone carries none. For a wave leaving on the right,
#   B/A = exp(-2 kappa d) exp(2 i theta_R),
#   T = 4 sin(2 theta_L) sin(2 theta_R) g / |1 - g exp(2i(theta_L+theta_R))|^2,
# with g = exp(-2 kappa d), tan(theta) = (k/m_e)/(kappa/m_b).
# SYMBOLS: d width, m_b barrier mass in units of m_e, k lead wave number,
# phi barrier height above the electron energy, L/R left/right lead.
# Lengths in nm, energies in eV. The numerical side integrates the
# Schroedinger equation for psi and u = psi'/m (both continuous).
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.special import airy

H2 = const.hbar**2 / (2 * const.m_e * const.e) * 1e18  # hbar^2/(2 m_e), eV nm^2

# Rough typical parameters of a ferromagnet/alumina/ferromagnet junction
LEAD = {"up": 4.5, "dn": 0.5}   # Fermi level above band bottom, eV
PHI, WIDTH, MB = 2.0, 1.0, 0.4
BIAS, TEMP = 0.1, 300.0
BREAKDOWN = 10.0                # MV/cm, rough
EPS_OPT = 3.0                   # optical relative permittivity, rough
LOSS = 0.1                      # absorption strength W, eV
PAIRS = [("up", "up"), ("dn", "dn"), ("up", "dn"), ("dn", "up")]


def close(value, target, rel=1e-6, absolute=0.0):
    assert abs(value - target) <= rel * abs(target) + absolute, (value, target)


def integrate(barrier, psi_end, u_end):
    """Integrate from x=d back to x=0; columns are x = d, d/2, 0."""
    def rhs(x, y):
        return [MB * y[1], barrier(x) / H2 * y[0]]
    sol = solve_ivp(rhs, (WIDTH, 0.0), np.array([psi_end, u_end], complex),
                    method="DOP853", rtol=1e-10, atol=1e-12,
                    t_eval=[WIDTH, WIDTH / 2, 0.0], max_step=0.05)
    assert sol.success
    return sol.y


def scatter(e_left, e_right, barrier):
    """Return T, R and (psi, u) for unit incident amplitude."""
    kl, kr = np.sqrt(e_left / H2), np.sqrt(e_right / H2)
    y = integrate(barrier, 1.0, 1j * kr)
    incident = (y[0, 2] + y[1, 2] / (1j * kl)) / 2
    reflected = (y[0, 2] - y[1, 2] / (1j * kl)) / 2
    y = y / incident
    return kr * abs(y[0, 0])**2 / kl, abs(reflected / incident)**2, y


def flat(x):
    return PHI


def t_formula(e_left, e_right, phi=PHI, kpar=0.0, width=WIDTH):
    kl = np.sqrt(max(e_left / H2 - kpar**2, 0.0))
    kr = np.sqrt(max(e_right / H2 - kpar**2, 0.0))
    kap = np.sqrt(MB * phi / H2 + kpar**2)
    tl, tr = np.arctan(MB * kl / kap), np.arctan(MB * kr / kap)
    g = np.exp(-2 * kap * width)
    return (4 * np.sin(2 * tl) * np.sin(2 * tr) * g
            / abs(1 - g * np.exp(2j * (tl + tr)))**2)


def flux_fd(wave, x, h=1e-4):
    """Im(conj(psi) psi') from the definition, by central differences."""
    slope = (wave(x + h) - wave(x - h)) / (2 * h)
    return (np.conj(wave(x)) * slope).imag


def magnetoresistance(t):
    parallel = t["up", "up"] + t["dn", "dn"]
    anti = t["up", "dn"] + t["dn", "up"]
    return parallel / anti - 1


kappa = np.sqrt(MB * PHI / H2)
g0 = np.exp(-2 * kappa * WIDTH)
k_lead = {s: np.sqrt(e / H2) for s, e in LEAD.items()}
eta = {s: MB * k / kappa for s, k in k_lead.items()}
theta = {s: np.arctan(v) for s, v in eta.items()}

# Flux of arbitrary two-component waves against the cross-term formula
rng = np.random.default_rng(4)
for _ in range(5):
    a, b = rng.normal(size=2) + 1j * rng.normal(size=2)
    for x in (0.1, 0.5, 0.9):
        fd = flux_fd(lambda s: a*np.exp(-kappa*s) + b*np.exp(kappa*s), x)
        close(fd, 2 * kappa * (np.conj(a) * b).imag, 1e-5, 1e-6)

# Full scattering solutions for all four spin pairs
t_num, ratio, states, amp = {}, {}, {}, {}
for left, right in PAIRS:
    t, r, y = scatter(LEAD[left], LEAD[right], flat)
    close(t + r, 1.0, 1e-7)
    close(t, t_formula(LEAD[left], LEAD[right]), 1e-6)
    A = (y[0, 2] - MB * y[1, 2] / kappa) / 2
    B = (y[0, 2] + MB * y[1, 2] / kappa) / 2
    close(abs(B / A), g0, 1e-4)
    close(np.angle(B / A), 2 * theta[right], 1e-4)
    a2 = 4 * np.sin(theta[left])**2 / abs(
        1 - g0 * np.exp(2j * (theta[left] + theta[right])))**2
    close(abs(A)**2, a2, 1e-6)
    flux = (np.conj(y[0]) * y[1]).imag / k_lead[left]
    for f in flux:
        close(f, t, 1e-5)
    t_num[left, right], ratio[left, right] = t, B / A
    states[left, right], amp[left, right] = y, (A, B)

# Each component alone: no flux, although the full wave has one
A, B = amp["up", "up"]
y_up = states["up", "up"]
full = flux_fd(lambda s: A*np.exp(-kappa*s) + B*np.exp(kappa*s), 0.5)
only_decay = flux_fd(lambda s: A * np.exp(-kappa * s), 0.5)
only_grow = flux_fd(lambda s: B * np.exp(kappa * s), 0.5)
close(full * H2 / MB, t_num["up", "up"] * k_lead["up"] * H2, 1e-4)
assert abs(only_decay) < 1e-7 * full and abs(only_grow) < 1e-7 * full

# Endless barrier (decaying wave only) and hard wall (both, phase pi)
controls = {}
for name, end in (("endless", (1.0, -kappa / MB)), ("wall", (0.0, 1.0))):
    y = integrate(flat, *end)
    p, u = y[0, 2], y[1, 2]
    ik = 1j * k_lead["up"]
    refl = abs((p - u / ik) / (p + u / ik))**2
    q = (p + MB * u / kappa) / (p - MB * u / kappa)
    close(refl, 1.0, 1e-9)
    controls[name] = (refl, q)
assert abs(controls["endless"][1]) < 1e-8
close(controls["wall"][1], -g0, 1e-4)

# Absorbing barrier: one decaying exponential with a flux that is lost
q_abs = np.sqrt(MB * (PHI - 1j * LOSS) / H2)


def lossy(x):
    return np.exp(-q_abs * x)


j_in = 2 * H2 / MB * flux_fd(lossy, 0.0)
j_out = 2 * H2 / MB * flux_fd(lossy, WIDTH)
lost = quad(lambda x: 2 * LOSS * abs(lossy(x))**2, 0, WIDTH)[0]
assert j_in > 0
close(j_in - j_out, lost, 1e-5)

# Sloping barrier under bias: flux from the Airy pair and its Wronskian


def tilted(x):
    return PHI - BIAS * x / WIDTH


t_bias = {}
for left, right in PAIRS:
    t, r, y = scatter(LEAD[left], LEAD[right] + BIAS, tilted)
    close(t + r, 1.0, 1e-7)
    t_bias[left, right] = t
    slope = BIAS / WIDTH
    scale = (MB * slope / H2)**(1 / 3)
    ai0, _, bi0, _ = airy(scale * tilted(0.0) / slope)
    aid, _, bid, _ = airy(scale * tilted(WIDTH) / slope)
    det = ai0 * bid - aid * bi0
    a = (y[0, 2] * bid - y[0, 0] * bi0) / det
    b = (ai0 * y[0, 0] - aid * y[0, 2]) / det
    airy_flux = (np.conj(a) * b).imag / np.pi * (-scale)
    close(airy_flux, MB * k_lead[left] * t, 1e-4)

# Magnetoresistance: opaque-barrier phase formula against full solutions
s_up, s_dn = np.sin(2 * theta["up"]), np.sin(2 * theta["dn"])
mr_phase = (s_up - s_dn)**2 / (2 * s_up * s_dn)
mr_num = magnetoresistance(t_num)
close(mr_phase, mr_num, 0.0, 5e-4)  # neglected terms are of order g0

# Oblique incidence: check one direction, then integrate over all of them
kp = 2.0
t_obl = scatter(LEAD["up"] - H2 * kp**2, LEAD["dn"] - H2 * kp**2,
                lambda x: PHI + H2 * kp**2 / MB)[0]
close(t_obl, t_formula(LEAD["up"], LEAD["dn"], kpar=kp), 1e-6)
area = {}
for left, right in PAIRS:
    top = min(k_lead[left], k_lead[right])
    area[left, right] = quad(
        lambda k: k / (2 * np.pi) * t_formula(LEAD[left], LEAD[right], kpar=k),
        0, top, limit=200)[0]
mr_area = magnetoresistance(area)
g_area = const.e**2 / const.h * (area["up", "up"] + area["dn", "dn"])  # S/nm^2
ra = 1 / (g_area * 1e6)                                             # ohm um^2
current = BIAS / ra * 1e8                                           # A/cm^2

# Thermal smearing of the parallel transmission
kt = const.k * TEMP / const.e


def t_parallel(shift=0.0, width=WIDTH):
    return sum(t_formula(e + shift, e + shift, PHI - shift, width=width)
               for e in LEAD.values())


thermal = quad(lambda z: t_parallel(z * kt) / (4 * np.cosh(z / 2)**2),
               -15, 15, limit=200)[0] / t_parallel()

# Image-force lowering between two metal planes, cut off at the Fermi level
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm
orders = np.arange(1, 301)


def image(x):
    x = min(max(x, 1e-5), WIDTH - 1e-5)
    series = np.sum(orders * WIDTH / ((orders * WIDTH)**2 - x**2)
                    - 1 / (orders * WIDTH))
    return coulomb / EPS_OPT * (1 / (4 * x) + series / 2)


close(image(WIDTH / 2), coulomb * np.log(2) / (EPS_OPT * WIDTH), 1e-4)
t_image = {}
for left, right in PAIRS:
    t, r, _ = scatter(LEAD[left], LEAD[right], lambda x: max(PHI - image(x), 0))
    close(t + r, 1.0, 1e-6)
    t_image[left, right] = t


def par(t):
    return t["up", "up"] + t["dn", "dn"]


print(f"majority, minority Fermi energy: {LEAD['up']}, {LEAD['dn']} eV")
print(f"barrier height {PHI} eV, width {WIDTH} nm, mass {MB} m_e")
print(f"lead k, majority: {k_lead['up']:.3f} 1/nm")
print(f"lead k, minority: {k_lead['dn']:.3f} 1/nm")
print(f"kappa: {kappa:.3f} 1/nm")
print(f"eta, majority and minority: {eta['up']:.4f}, {eta['dn']:.4f}")
print(f"exp(-2 kappa d): {g0:.4e}")
print("Majority to majority, unit incident amplitude:")
print(f"  |A|^2: {abs(A)**2:.4f}")
print(f"  |B/A| from integration: {abs(ratio['up', 'up']):.4e}")
for name, i in (("entrance", 2), ("middle", 1), ("exit", 0)):
    dens = abs(y_up[0, i])**2
    fl = (np.conj(y_up[0, i]) * y_up[1, i]).imag / k_lead["up"]
    print(f"  {name}: density {dens:.4e}, flux/incident {fl:.4e}")
print(f"  flux of decaying part / full flux: {abs(only_decay / full):.1e}")
print(f"  flux of growing part / full flux: {abs(only_grow / full):.1e}")
drop_in = abs(A)**2 / abs(y_up[0, 2])**2 - 1
drop_out = abs(A * np.exp(-kappa * WIDTH))**2 / abs(y_up[0, 0])**2
print(f"  entrance density change if B dropped: {drop_in:.2e} (fraction)")
print(f"  exit density, decaying part / full: {drop_out:.4f}")
for s in ("up", "dn"):
    ph = np.degrees(np.angle(ratio["up", s]))
    print(f"phase of B/A, majority in, {s} out: {ph:.2f} deg")
    print(f"  |B/A| for {s} out: {abs(ratio['up', s]):.4e}")
print(f"endless barrier: reflection {controls['endless'][0]:.6f}")
print(f"hard wall: reflection {controls['wall'][0]:.6f}")
print(f"hard wall: B/A = {controls['wall'][1].real:.4e}")
print(f"absorption W: {LOSS} eV")
print(f"  lone exponential, flux exit/entrance: {j_out / j_in:.4e}")
for pair in PAIRS:
    print(f"T {pair[0]} to {pair[1]}: {t_num[pair]:.4e}")
print(f"sin(2 theta), majority, minority: {s_up:.4f}, {s_dn:.4f}")
print(f"magnetoresistance, phase formula: {100 * mr_phase:.2f} %")
print(f"magnetoresistance, full solution: {100 * mr_num:.2f} %")
print("Sizes of neglected effects:")
print(f"all directions: magnetoresistance {100 * mr_area:.2f} %")
print(f"  parallel resistance-area product: {ra:.1f} ohm um^2")
print(f"  linear current density at {BIAS} V: {current:.3e} A/cm^2")
field = BIAS / WIDTH * 10
print(f"bias {BIAS} V: field {field:.2f} MV/cm")
print(f"  rough breakdown field: {BREAKDOWN:.0f} MV/cm")
print(f"  field/breakdown: {field / BREAKDOWN:.2f}")
print(f"  parallel T, biased/unbiased: {par(t_bias) / par(t_num):.4f}")
print(f"  Fermi-level magnetores.: {100 * magnetoresistance(t_bias):.2f} %")
print(f"{TEMP:.0f} K: kT {kt:.5f} eV, parallel T ratio {thermal:.4f}")
print(f"image force: permittivity {EPS_OPT}, mid drop {image(WIDTH/2):.3f} eV")
print(f"  parallel T, with/without: {par(t_image) / par(t_num):.3f}")
print(f"  magnetoresistance with it: {100 * magnetoresistance(t_image):.2f} %")
thick = t_parallel(width=WIDTH + 0.1) / t_parallel()
print(f"0.1 nm thicker: parallel T ratio {thick:.4f}")
print("no test failed")
```

It prints:

```
majority, minority Fermi energy: 4.5, 0.5 eV
barrier height 2.0 eV, width 1.0 nm, mass 0.4 m_e
lead k, majority: 10.868 1/nm
lead k, minority: 3.623 1/nm
kappa: 4.582 1/nm
eta, majority and minority: 0.9487, 0.3162
exp(-2 kappa d): 1.0468e-04
Majority to majority, unit incident amplitude:
  |A|^2: 1.8943
  |B/A| from integration: 1.0468e-04
  entrance: density 1.8944e+00, flux/incident 4.1747e-04
  middle: density 1.9405e-02, flux/incident 4.1747e-04
  exit: density 4.1747e-04, flux/incident 4.1747e-04
  flux of decaying part / full flux: 1.5e-13
  flux of growing part / full flux: 2.7e-17
  entrance density change if B dropped: -1.10e-05 (fraction)
  exit density, decaying part / full: 0.4750
phase of B/A, majority in, up out: 86.98 deg
  |B/A| for up out: 1.0468e-04
phase of B/A, majority in, dn out: 35.10 deg
  |B/A| for dn out: 1.0468e-04
endless barrier: reflection 1.000000
hard wall: reflection 1.000000
hard wall: B/A = -1.0468e-04
absorption W: 0.1 eV
  lone exponential, flux exit/entrance: 1.0438e-04
T up to up: 4.1747e-04
T dn to dn: 1.3843e-04
T up to dn: 2.4039e-04
T dn to up: 2.4039e-04
sin(2 theta), majority, minority: 0.9986, 0.5750
magnetoresistance, phase formula: 15.63 %
magnetoresistance, full solution: 15.63 %
Sizes of neglected effects:
all directions: magnetoresistance 43.54 %
  parallel resistance-area product: 132.9 ohm um^2
  linear current density at 0.1 V: 7.526e+04 A/cm^2
bias 0.1 V: field 1.00 MV/cm
  rough breakdown field: 10 MV/cm
  field/breakdown: 0.10
  parallel T, biased/unbiased: 1.1508
  Fermi-level magnetores.: 12.98 %
300 K: kT 0.02585 eV, parallel T ratio 1.0090
image force: permittivity 3.0, mid drop 0.333 eV
  parallel T, with/without: 9.123
  magnetoresistance with it: 0.77 %
0.1 nm thicker: parallel T ratio 0.4000
no test failed
```
